# Bounding the permittivity of an isotropic polycrystal with constant trial fields: test program

```python
# Result under test: a dense film of uniaxial grains between capacitor plates,
# with grain axes n that have no preferred direction, obeys
#     3/(2/a + 1/c) <= eps_eff <= (2a + c)/3.
# a: relative permittivity across the grain axis (two directions)
# c: relative permittivity along the grain axis
# q: volume average of n_z^2, z being the plate normal; q = 1/3 if isotropic
# eps_eff: capacitance * thickness / (vacuum permittivity * area)
# The field problem is solved twice: with trial potentials (value from above)
# and with divergence-free trial fluxes (value from below).
import math
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import quad
from scipy import constants as const

a, c = 6.9, 3.8


def bounds(q):
    """Constant-field bounds for a given orientation average q."""
    lower = 1 / (1 / a + (1 / c - 1 / a) * q)
    upper = a - (a - c) * q
    return lower, upper


def conjugate_gradient(matrix, rhs, precondition):
    x = np.zeros_like(rhs)
    r = rhs.copy()
    z = precondition(r)
    p = z.copy()
    rz = r @ z
    target = 1e-12 * rz
    for _ in range(2000):
        ap = matrix @ p
        step = rz / (p @ ap)
        x += step * p
        r -= step * ap
        z = precondition(r)
        rz_new = r @ z
        if rz_new <= target:
            return x
        p = z + (rz_new / rz) * p
        rz = rz_new
    raise RuntimeError("conjugate gradient did not converge")


def assemble(element_matrices, dofs, size):
    k = dofs.shape[1]
    rows = np.repeat(dofs, k, axis=1).ravel()
    cols = np.tile(dofs, (1, k)).ravel()
    data = element_matrices.ravel()
    return sp.coo_matrix((data, (rows, cols)), shape=(size, size)).tocsr()


def from_above(tensors):
    """Trilinear potentials on a unit cube; returns eps and the potential."""
    n = tensors.shape[0]
    mass = np.array([[1 / 3, 1 / 6], [1 / 6, 1 / 3]])
    stiff = np.array([[1.0, -1.0], [-1.0, 1.0]])
    mixed = np.array([[-0.5, -0.5], [0.5, 0.5]])
    g = np.zeros((3, 3, 8, 8))
    for i in range(3):
        for j in range(3):
            block = np.ones((1, 1))
            for axis in range(3):
                if axis == i and axis == j:
                    factor = stiff
                elif axis == i:
                    factor = mixed
                elif axis == j:
                    factor = mixed.T
                else:
                    factor = mass
                block = np.kron(block, factor)
            g[i, j] = block
    ids = np.arange((n + 1) ** 3).reshape(n + 1, n + 1, n + 1)
    corners = [ids[i:i + n, j:j + n, k:k + n].ravel()
               for i in (0, 1) for j in (0, 1) for k in (0, 1)]
    dofs = np.stack(corners, axis=1)
    elements = np.einsum('cij,ijab->cab', tensors.reshape(-1, 3, 3), g) / n
    matrix = assemble(elements, dofs, ids.size)
    phi = np.zeros(ids.size)
    phi[ids[:, :, 0].ravel()] = 1.0
    free = ids[:, :, 1:n].ravel()
    rhs = -(matrix @ phi)[free]
    sub = matrix[free][:, free]
    diagonal = sub.diagonal()
    phi[free] = conjugate_gradient(sub, rhs, lambda r: r / diagonal)
    return phi @ (matrix @ phi), phi.reshape(ids.shape)


def from_below(tensors):
    """Divergence-free face fluxes on a unit cube; returns eps."""
    n = tensors.shape[0]
    count = (n + 1) * n * n
    fx = np.arange(count).reshape(n + 1, n, n)
    fy = count + np.arange(count).reshape(n, n + 1, n)
    fz = 2 * count + np.arange(count).reshape(n, n, n + 1)
    faces = [fx[:-1], fx[1:], fy[:, :-1], fy[:, 1:], fz[:, :, :-1], fz[:, :, 1:]]
    dofs = np.stack([f.ravel() for f in faces], axis=1)
    weight = np.full((6, 6), 0.25)
    for i in range(3):
        weight[2 * i:2 * i + 2, 2 * i:2 * i + 2] = [[1 / 3, 1 / 6], [1 / 6, 1 / 3]]
    inverse = np.linalg.inv(tensors.reshape(-1, 3, 3))
    expanded = np.repeat(np.repeat(inverse, 2, axis=1), 2, axis=2)
    matrix = assemble(expanded * weight / n, dofs, 3 * count)
    cells = np.repeat(np.arange(n ** 3), 6)
    signs = np.tile([-1.0, 1.0], 3 * n ** 3)
    div = sp.coo_matrix((signs, (cells, dofs.ravel())),
                        shape=(n ** 3, 3 * count)).tocsr()
    active = np.ones(3 * count, dtype=bool)
    for wall in (fx[0], fx[-1], fy[:, 0], fy[:, -1]):
        active[wall.ravel()] = False
    keep = np.flatnonzero(active)
    source = np.zeros(3 * count)
    source[fz[:, :, 0].ravel()] = 1.0
    matrix, div, source = matrix[keep][:, keep], div[:, keep], source[keep]
    scale = 1 / matrix.diagonal()
    laplacian = splu((div @ sp.diags(scale) @ div.T).tocsc())

    def project(r):
        pressure = laplacian.solve(div @ (scale * r))
        return scale * (r - div.T @ pressure)

    flux = conjugate_gradient(matrix, source, project)
    assert np.max(np.abs(div @ flux)) < 1e-7
    return source @ flux / n ** 2


def tensor_field(axes, m):
    """Permittivity tensors for 3x3x3 cubic grains of m^3 cells each."""
    field = axes.reshape(3, 3, 3, 3)
    for direction in range(3):
        field = np.repeat(field, m, axis=direction)
    return a * np.eye(3) - (a - c) * field[..., :, None] * field[..., None, :]


rng = np.random.default_rng(7)


def balanced_axes():
    """27 random axes in perpendicular triples, so that q = 1/3."""
    triples = [np.linalg.qr(rng.normal(size=(3, 3)))[0].T for _ in range(9)]
    return rng.permutation(np.concatenate(triples))


# orientation averages over the sphere, by quadrature
q_iso = quad(lambda u: u ** 2, -1, 1)[0] / 2
q4_iso = quad(lambda u: u ** 4, -1, 1)[0] / 2
lower, upper = bounds(q_iso)
assert abs(lower - 3 / (2 / a + 1 / c)) < 1e-12
assert abs(upper - (2 * a + c) / 3) < 1e-12
low_round = math.floor(100 * lower) / 100
high_round = math.ceil(100 * upper) / 100
assert (low_round, high_round) == (5.42, 5.87)

# layers and columns: each bound is reached in one measuring direction
layer_axes = np.zeros((3, 3, 3, 3))
column_axes = np.zeros((3, 3, 3, 3))
for k in range(3):
    layer_axes[:, :, k, k] = 1.0
    column_axes[k, :, :, k] = 1.0
layers = tensor_field(layer_axes, 2)
columns = tensor_field(column_axes, 2)
eps_layers, phi_layers = from_above(layers)
eps_columns, _ = from_above(columns)
assert abs(eps_layers - lower) < 1e-6
assert abs(from_below(layers) - lower) < 1e-6
assert abs(eps_columns - upper) < 1e-6
assert abs(from_below(columns) - upper) < 1e-6
field_factor = 3 * (phi_layers[0, 0, 4] - phi_layers[0, 0, 6])
assert abs(field_factor - lower / c) < 1e-4

# random isotropic polycrystals: two-sided numerical bracket
brackets = []
for sample in range(3):
    axes = balanced_axes()
    assert abs(np.mean(axes[:, 2] ** 2) - q_iso) < 1e-12
    coarse = tensor_field(axes, 2)
    fine = tensor_field(axes, 4)
    coarse_gap = from_above(coarse)[0] - from_below(coarse)
    below, above = from_below(fine), from_above(fine)[0]
    assert lower < below < above < upper
    assert above - below < coarse_gap
    brackets.append((below, above))

# textured film: general-q bounds hold, isotropic interval does not
tilted = 0.4 * rng.normal(size=(27, 3)) + np.array([0.0, 0.0, 1.0])
tilted /= np.linalg.norm(tilted, axis=1)[:, None]
q_textured = np.mean(tilted[:, 2] ** 2)
textured = tensor_field(tilted, 4)
tex_below, tex_above = from_below(textured), from_above(textured)[0]
tex_lower, tex_upper = bounds(q_textured)
assert tex_lower < tex_below < tex_above < tex_upper
assert tex_above < lower


# second phase of permittivity eps_gb occupying volume fraction f
def two_phase_bounds(f, eps_gb):
    return 1 / ((1 - f) / lower + f / eps_gb), (1 - f) * upper + f * eps_gb


eps_gb = 3.0
mixed_film = tensor_field(balanced_axes(), 4)
for i in range(0, 12, 4):
    for j in range(0, 12, 4):
        for k in range(0, 12, 4):
            for cell in rng.choice(64, size=9, replace=False):
                x, y, z = np.unravel_index(cell, (4, 4, 4))
                mixed_film[i + x, j + y, k + z] = eps_gb * np.eye(3)
mix_lower, mix_upper = two_phase_bounds(9 / 64, eps_gb)
mix_below, mix_above = from_below(mixed_film), from_above(mixed_film)[0]
assert mix_lower < mix_below < mix_above < mix_upper

# worked capacitor, round model parameters
thickness, grain, pad, voltage = 100e-9, 10e-9, 50e-6, 1.0
cap_low, cap_high = [const.epsilon_0 * e * pad ** 2 / thickness * 1e12
                     for e in (lower, upper)]
middle, half_width = (lower + upper) / 2, (upper - lower) / 2

# neglected effects, rough assumed inputs
q_mild = 0.40
mild_lower, mild_upper = bounds(q_mild)
gb_width = 0.5e-9
gb_fraction = 1 - (1 - gb_width / grain) ** 3
gb_lower, gb_upper = two_phase_bounds(gb_fraction, eps_gb)
grain_number = pad ** 2 * thickness / grain ** 3
scatter = (a - c) * math.sqrt((q4_iso - q_iso ** 2) / grain_number)
temp_coefficient, temp_rise = 1e-4, 80.0
edge_share = 4 * thickness / pad
resistivity, frequency = 1e12, 1e5
loss = 1 / (2 * math.pi * frequency * const.epsilon_0 * lower * resistivity * 1e-2)
mean_field = voltage / thickness * 1e-8
breakdown = 5.0
barrier, light_mass = 2.0, 0.2
kappa = math.sqrt(2 * light_mass * const.m_e * (barrier - voltage) * const.e) / const.hbar
log_tunnel = -2 * kappa * thickness / math.log(10)
silica = 3.9
assert lower > silica

print(f"permittivity across / along grain axis: {a} / {c}")
print(f"isotropic average of n_z^2: {q_iso:.4f}")
print(f"lower bound, constant D: {lower:.4f}")
print(f"upper bound, constant E: {upper:.4f}")
print(f"outward rounded bounds: {low_round:.2f} to {high_round:.2f}")
print(f"midpoint and half-width: {middle:.3f} +/- {half_width:.3f}")
print(f"half-width / midpoint: {100 * half_width / middle:.1f} %")
print(f"solved layers along z: {eps_layers:.4f}")
print(f"solved side-by-side columns: {eps_columns:.4f}")
for number, (below, above) in enumerate(brackets, 1):
    print(f"random polycrystal {number}, solved bracket: {below:.3f} to {above:.3f}")
print(f"textured film, average n_z^2: {q_textured:.3f}")
print(f"textured film, bounds: {tex_lower:.3f} to {tex_upper:.3f}")
print(f"textured film, solved bracket: {tex_below:.3f} to {tex_above:.3f}")
print(f"second-phase test, volume fraction: {9 / 64:.4f}")
print(f"second-phase test, bounds: {mix_lower:.3f} to {mix_upper:.3f}")
print(f"second-phase test, solved: {mix_below:.3f} to {mix_above:.3f}")
print(f"film thickness / grain size: {thickness * 1e9:.0f} / {grain * 1e9:.0f} nm")
print(f"square pad side: {pad * 1e6:.0f} um; voltage: {voltage:.1f} V")
print(f"capacitance bounds: {cap_low:.3f} to {cap_high:.3f} pF")
print(f"silica permittivity, rough: {silica}")
print(f"mild texture, assumed average n_z^2: {q_mild:.2f}")
print(f"mild texture, bounds: {mild_lower:.3f} to {mild_upper:.3f}")
print(f"grain-boundary width, assumed: {gb_width * 1e9:.1f} nm")
print(f"grain-boundary permittivity, assumed: {eps_gb:.1f}")
print(f"grain-boundary volume fraction: {gb_fraction:.3f}")
print(f"with grain boundaries, bounds: {gb_lower:.3f} to {gb_upper:.3f}")
print(f"number of grains under pad: {grain_number:.2e}")
print(f"scatter of upper bound from grain number: {scatter:.1e}")
print(f"temperature coefficient, assumed: {temp_coefficient:.0e} per K")
print(f"shift for {temp_rise:.0f} K rise: {100 * temp_coefficient * temp_rise:.1f} %")
print(f"edge-flux share, rough 4d/side: {100 * edge_share:.1f} %")
print(f"resistivity, assumed: {resistivity:.0e} ohm cm")
print(f"loss tangent at {frequency / 1e3:.0f} kHz: {loss:.1e}")
print(f"mean field: {mean_field:.2f} MV/cm")
print(f"field factor in low-permittivity layer: {field_factor:.3f}")
print(f"field in that layer: {field_factor * mean_field:.3f} MV/cm")
print(f"breakdown field, rough assumed: {breakdown:.0f} MV/cm")
print(f"barrier / light mass, assumed: {barrier:.1f} eV / {light_mass:.1f} m_e")
print(f"log10 of tunnelling factor, at most: {log_tunnel:.0f}")
print("all assertions hold")
```

It prints:

```
permittivity across / along grain axis: 6.9 / 3.8
isotropic average of n_z^2: 0.3333
lower bound, constant D: 5.4248
upper bound, constant E: 5.8667
outward rounded bounds: 5.42 to 5.87
midpoint and half-width: 5.646 +/- 0.221
half-width / midpoint: 3.9 %
solved layers along z: 5.4248
solved side-by-side columns: 5.8667
random polycrystal 1, solved bracket: 5.711 to 5.727
random polycrystal 2, solved bracket: 5.675 to 5.694
random polycrystal 3, solved bracket: 5.698 to 5.711
textured film, average n_z^2: 0.811
textured film, bounds: 4.153 to 4.387
textured film, solved bracket: 4.293 to 4.304
second-phase test, volume fraction: 0.1406
second-phase test, bounds: 4.871 to 5.464
second-phase test, solved: 5.192 to 5.282
film thickness / grain size: 100 / 10 nm
square pad side: 50 um; voltage: 1.0 V
capacitance bounds: 1.201 to 1.299 pF
silica permittivity, rough: 3.9
mild texture, assumed average n_z^2: 0.40
mild texture, bounds: 5.202 to 5.660
grain-boundary width, assumed: 0.5 nm
grain-boundary permittivity, assumed: 3.0
grain-boundary volume fraction: 0.143
with grain boundaries, bounds: 4.864 to 5.458
number of grains under pad: 2.50e+08
scatter of upper bound from grain number: 5.8e-05
temperature coefficient, assumed: 1e-04 per K
shift for 80 K rise: 0.8 %
edge-flux share, rough 4d/side: 0.8 %
resistivity, assumed: 1e+12 ohm cm
loss tangent at 100 kHz: 3.3e-06
mean field: 0.10 MV/cm
field factor in low-permittivity layer: 1.428
field in that layer: 0.143 MV/cm
breakdown field, rough assumed: 5 MV/cm
barrier / light mass, assumed: 2.0 eV / 0.2 m_e
log10 of tunnelling factor, at most: -199
all assertions hold
```
